# The Marcus-Levich-Jortner Rate and Its Poisson Weights for Vibrational Transitions, part 2

An electron passes from a donor to an acceptor state through a real coupling $V$ that does not depend on the nuclear positions. The nuclei are harmonic modes with equal frequencies in both states but shifted minima. One mode, with quantum $\hbar\omega$, Huang-Rhys factor $S$ and reorganization energy $\lambda_v=S\hbar\omega$, is kept quantum. The others, with frequencies $\omega_j$ and reorganization energies $\lambda_j$, form a classical solvent with $\lambda_s=\sum_j\lambda_j$. Energies are in eV and rates in s⁻¹; $\beta=1/k_BT$, and negative $\Delta G$ means downhill transfer.

To first order in $V$, the rate is a time integral over a correlation function $\mathcal C(u)$. Part 1 obtained

$$k=\frac{2\pi V^2}{\hbar}F(\Delta G),\qquad F(\Delta G)=\sum_mw_m\,\phi(\Delta G+\lambda_s+m\hbar\omega),\tag{8}$$

where

$$\phi(X)=\frac{e^{-X^2/(4\lambda_sk_BT)}}{\sqrt{4\pi\lambda_sk_BT}} .$$

Write $X_m=\Delta G+\lambda_s+m\hbar\omega$. The probability $w_m$ that the mode gains a net $m$ quanta is, with $\bar n=1/(e^{\beta\hbar\omega}-1)$,

$$w_m=e^{-S(2\bar n+1)}\sum_{j\ge\max(0,-m)}\frac{[S(\bar n+1)]^{j+m}}{(j+m)!}\frac{(S\bar n)^j}{j!}.\tag{4}$$

It obeys

$$w_{-m}=e^{-m\beta\hbar\omega}\,w_m .\tag{6}$$

For a cold mode, $w_m$ becomes the Poisson weight $P_n=e^{-S}S^n/n!$, and

$$k=\frac{2\pi V^2}{\hbar}\sum_{n=0}^\infty e^{-S}\frac{S^n}{n!}\,\frac{1}{\sqrt{4\pi\lambda_sk_BT}}\exp\left[-\frac{(\Delta G+\lambda_s+n\hbar\omega)^2}{4\lambda_sk_BT}\right].\tag{9}$$

The fraction of products carrying $n$ quanta is

$$p_n=\frac{P_n\,\phi(X_n)}{\sum_{n'}P_{n'}\,\phi(X_{n'})}.\tag{10}$$

In the donor state, the solvent part of the acceptor-minus-donor energy gap is Gaussian, with mean $\Delta G+\lambda_s$ and variance $2\lambda_sk_BT$. Channel $n$ reacts where this gap plus $n\hbar\omega$ vanishes. The classical solvent follows from an expansion for $\hbar\omega_j\ll k_BT$ and modes that hardly move while $\mathcal C$ decays. Its error is of second order in the solvent frequency, provided $\sum_j\lambda_j\omega_j^2$ is finite.

### When the Poisson form may be used

The condition $\hbar\omega\gg k_BT$ makes excited molecules rare, but a rare molecule may react much faster. Compare the channel $m=-1$, in which the mode gives up a quantum, with $m=0$. For small thermal occupation, $w_{-1}/w_0\approx Se^{-\hbar\omega/k_BT}$. The ratio of the Gaussians is

$$\frac{\phi(X_0-\hbar\omega)}{\phi(X_0)}=\exp\frac{2X_0\hbar\omega-(\hbar\omega)^2}{4\lambda_sk_BT},\qquad X_0=\Delta G+\lambda_s .$$

Multiplying the two gives the hot-band ratio

$$R=S\exp\left\{-\frac{\hbar\omega}{k_BT}\left[\frac12\Big(1-\frac{\Delta G}{\lambda_s}\Big)+\frac{\hbar\omega}{4\lambda_s}\right]\right\}.\tag{11}$$

The Poisson form needs $R\ll1$. A small $R$ is not sufficient by itself, because the weights of the channels $m\ge0$ also change with temperature. When $\hbar\omega$ is only a few times $k_BT$, compare with the thermal sum. Uphill transfer weakens the exponent, and near $\Delta G=\lambda_s$ little of it is left.

The thermal form has no such defect. In $F(x)$ rename $m$ as $-m$, and write $y=x-m\hbar\omega$. Then

$$\frac{\phi(\lambda_s+y)}{\phi(\lambda_s-y)}=\exp\left[-\frac{(\lambda_s+y)^2-(\lambda_s-y)^2}{4\lambda_sk_BT}\right]=e^{-y/k_BT}.$$

Together with $w_{-m}=e^{-m\hbar\omega/k_BT}w_m$, each term acquires the factor $e^{-m\hbar\omega/k_BT}e^{-(x-m\hbar\omega)/k_BT}=e^{-x/k_BT}$. Hence

$$F(x)=e^{-x/k_BT}F(-x),\tag{12}$$

which is detailed balance between forward and backward transfer. The Poisson form lacks the channels $m<0$ and violates it. With the example parameters below, $R=0.064$ at $\Delta G=+0.3$ eV, and the Poisson rate is 0.94 of the thermal rate. At $+0.6$ eV, $R=0.26$ and the fraction is 0.79. For uphill steps, use the thermal weights, or compute the downhill rate and apply (12).

### Limits and the inverted region

For $S\to0$ the channel $n=0$ remains, and the rate is the Marcus rate with $\lambda_s$. If instead $\hbar\omega\ll k_BT$ and the mode is slow on the time scale of the decay, the expansion that led to the classical solvent applies to the mode too. The rate is then the Marcus rate with $\lambda_s+\lambda_v$. In a test with $\lambda_v=0.19$ eV held fixed and the quantum reduced to 5 meV, the thermal sum agreed with this limit within 1% at $\Delta G=-0.3$ and $-1.4$ eV.

The slope of the cold-mode rate follows by differentiating each Gaussian:

$$\frac{d\ln k}{d\Delta G}=-\frac{\sum_np_nX_n}{2\lambda_sk_BT}=-\frac{\Delta G+\lambda_s+\langle n\rangle\hbar\omega}{2\lambda_sk_BT},\tag{13}$$

where $\langle n\rangle$ is the mean number of quanta in the product. When $\Delta G<-\lambda_s$, the solvent alone would have to climb back to the crossing. The mode takes up part of the surplus energy and $\langle n\rangle$ grows. Just below $-\lambda_s$ the numerator is still positive, so the rate keeps rising; with the example parameters below its maximum lies near $-0.95$ eV. Beyond the maximum the numerator is negative and smaller in size than $|\Delta G+\lambda_s|$: about a third of it between $-1.2$ and $-2.0$ eV for $S=1$. This is why the rate falls more slowly in the inverted region. For a weakly coupled mode the effect is slight: with $S=0.05$ the numerator is still about nine tenths of $|\Delta G+\lambda_s|$ between $-0.9$ and $-1.4$ eV.

### Implementation

Evaluate the terms of the Poisson sum through their logarithms,

$$\ln t_n=-S+n\ln S-\ln n!-\frac{X_n^2}{4\lambda_sk_BT},$$

subtract the largest before exponentiating, and treat $S=0$ separately. The ratio of successive terms is

$$\frac{t_{n+1}}{t_n}=\frac{S}{n+1}\exp\left[-\frac{2X_n\hbar\omega+(\hbar\omega)^2}{4\lambda_sk_BT}\right].$$

Once $X_n\ge0$ and $n+1\ge2S$, each further term is less than half the one before, so the neglected tail is smaller than the last term kept. Stopping where the Poisson weights alone look small is unsafe in the inverted region, because there the Gaussian favours large $n$.

For the thermal weights, a scaled Bessel function $e^{-z}I_{|m|}(z)$ avoids overflow at large $z$:

$$w_m=\big[e^{-z}I_{|m|}(z)\big]\exp\Big[z-S(2\bar n+1)+\frac{m\hbar\omega}{2k_BT}\Big],\qquad z=2S\sqrt{\bar n(\bar n+1)} .$$

For a very cold mode the bracket may underflow while the exponential overflows; the double Poisson sum (4), taken in logarithms, is then safer.

### Worked example

An aromatic additive at the interface of an aqueous bath takes an electron from a neighbouring reduced ion. The parameters are round numbers: $\lambda_s=0.80$ eV, $\hbar\omega=0.19$ eV (1532 cm⁻¹), $S=1$, $V=1$ meV and $T=298.15$ K. They give

$$\frac{2\pi V^2}{\hbar}=9.546\times10^9\ \text{eV/s},\qquad 4\lambda_sk_BT=0.0822\ \text{eV}^2,\qquad \phi(0)=1.968\ \text{eV}^{-1}.$$

At $\Delta G=-0.3$ eV the first channel has $X_0=0.5$ eV, so the exponent is $0.25/0.0822=3.04$ and

$$k_0=9.546\times10^9\times0.3679\times1.968\times e^{-3.04}\approx3.30\times10^8\ \text{s}^{-1}.$$

The channel $n=1$ adds $2.1\times10^7$ s⁻¹, and the total is $3.5\times10^8$ s⁻¹. The rates in s⁻¹ at four driving forces are:

| $\Delta G$ (eV) | quantum mode | Marcus, $\lambda_s+\lambda_v$ | $\langle n\rangle$ |
|---|---|---|---|
| −0.3 | 3.5×10⁸ | 1.6×10⁸ | 0.06 |
| −0.8 | 1.20×10¹⁰ | 1.18×10¹⁰ | 0.48 |
| −1.4 | 4.3×10⁹ | 3.2×10⁹ | 2.1 |
| −2.0 | 7.5×10⁷ | 7.5×10⁵ | 4.5 |

At $-0.3$ eV the classical treatment is too slow by a factor of 2.2. It pays an exponent of $0.69^2/(4\times0.99\times0.0257)=4.7$, whereas the main quantum channel pays $3.04+S=4.04$. At $-2.0$ eV equation (13) gives a mean $X$ of $-1.2+4.5\times0.19=-0.34$ eV, and a logarithmic slope of 8.4 per eV. The classical formula has a slope of $1.01/(2\times0.99\times0.0257)=20$ per eV.

The mean number of quanta runs from 0.06 to 4.5, while the mean of the Poisson weights stays at $S=1$. At $-1.4$ eV, 45% of the products carry two quanta, against a Poisson weight of 18%.

Two tests bear on the derivation as a whole. In the first, the coupled electronic and vibrational states were propagated without perturbation theory for $V=0.02$ meV and $\Delta G=-0.3$ eV, over a Gaussian ensemble of fixed solvent gaps. The slope of the acceptor population agreed with the formula to the five decimals printed. In the second, the solvent was kept quantum, with $\lambda_s$ spread exponentially over its quanta. At the same $\Delta G$ the classical result was off by 1.0% for a mean quantum of 5 meV and by 0.26% for 2.5 meV. The fourfold drop is the second-order error found in Part 1. The full set of values is in the numerical output.

### The same molecule facing a metal

A metal offers many donor levels. Let $\varepsilon$ be the energy of a level relative to the Fermi level, $f(\varepsilon)$ its thermal occupation and $\rho$ the density of levels. Let $\eta$ be the overpotential, zero when transfer from the Fermi level has no driving force, and $e>0$ the elementary charge. An electron from level $\varepsilon$ reacts with free energy $e\eta-\varepsilon$. With $\rho$ and $V$ constant over the relevant energies and $\Gamma=2\pi\rho V^2$, summing the rates over occupied levels gives

$$k_{\rm red}=\frac{\Gamma}{\hbar}\int d\varepsilon\,f(\varepsilon)\,F(e\eta-\varepsilon).\tag{14}$$

This is for one spin-orbital. It requires $\Gamma$ to be small against $k_BT$, and also small enough that the solvent keeps up with the transfer. For a solvent relaxation time $\tau=0.5$ ps the scale is $\hbar/\tau=1.3$ meV, and $\Gamma=1$ meV already lowers the rate by 5 to 8% at $\eta=0$ to $-0.3$ V. The reverse rate contains $[1-f(\varepsilon)]F(\varepsilon-e\eta)$. Since $1-f=fe^{\varepsilon/k_BT}$, equation (12) gives $k_{\rm ox}=e^{e\eta/k_BT}k_{\rm red}$.

Substituting $y=e\eta-\varepsilon$ turns the integral into $\int dy\,f(e\eta-y)F(y)$. As $\eta$ becomes more negative, $f$ rises for every $y$, so $k_{\rm red}$ never falls. It tends to $\Gamma/\hbar$, because $F$ integrates to one. A metal described in this way shows no inverted region: deeper levels with a smaller driving force take over.

For $\Gamma=10^{-10}$ eV, a value chosen to represent a thin insulating layer between molecule and metal, the limit is $1.52\times10^5$ s⁻¹. The computed rates are 3.6 s⁻¹ at $\eta=0$, $4.8\times10^2$ s⁻¹ at $-0.3$ V, $3.9\times10^4$ s⁻¹ at $-0.8$ V and $1.518\times10^5$ s⁻¹ at $-2.0$ V.

### What the model leaves out

The factors below multiply the pair rate at $\Delta G=-0.3$, $-0.8$, $-1.4$ and $-2.0$ eV, in that order.

- **Uncertain solvent energy.** Raising $\lambda_s$ by 0.1 eV, all else fixed: 0.40, 0.73, 1.6, 2.6.
- **Softer acceptor.** Lowering the mode frequency in the acceptor by 10%, with the displacement and the energy between lowest levels fixed: 1.08, 1.10, 0.76, 0.18.
- **Quantum solvent.** Spreading $\lambda_s$ over quanta with a mean of 10 meV: 1.04, 1.00, 1.01, 1.05. Moving 20% of $\lambda_s$ to a librational quantum of 80 meV, with the other 80% still spread over quanta with a mean of 10 meV: 1.27, 0.98, 1.04, 1.34.
- **Thermal excitation of the mode.** At most 0.3% for these downhill cases.

Solvent friction needs a separate estimate. Transfer removes donor configurations at the crossing, and the solvent must replace them. Let $K=2\pi V^2P_0/\hbar$ for the main channel, and let the mean gap relax with time constant $\tau$. The crossing lies at a distance $x_D=\lambda_s+\Delta G$ from the donor equilibrium and $x_A=\lambda_s-\Delta G$ from the acceptor equilibrium. A configuration leaves it at a speed of about $x_D/\tau$ or $x_A/\tau$. A net flux $J$ therefore lowers the donor density at the crossing by $J\tau/x_D$ and builds up an acceptor density $J\tau/x_A$, which can return. The balance is

$$J=K\Big[\phi(X_0)-\frac{J\tau}{x_D}-\frac{J\tau}{x_A}\Big]\ \Rightarrow\ J=\frac{K\phi(X_0)}{1+\kappa},\quad \kappa=K\tau\Big(\frac1{x_D}+\frac1{x_A}\Big).\tag{15}$$

This holds for $x_D$ and $x_A$ well above the gap fluctuation of 0.20 eV. With a rough $\tau=0.5$ ps and $\Delta G=-0.3$ eV, $\kappa=3.51\times10^9\times0.5\times10^{-12}\times(2.0+0.91)=0.0051$. Integrating the full return density instead of using the drift speed gives 0.0057. Friction thus lowers this rate by about half a percent. Since $\kappa$ grows as $V^2$, a coupling of 10 meV would make it about 0.6, and the rate would no longer follow (9).

Anharmonicity and a dependence of $V$ on geometry have not been sized. The former deserves attention at $-2.0$ eV, where the product carries 4.5 quanta on average.

### Relation to real baths

Ring-stretching vibrations of aromatic molecules do lie near 1500 cm⁻¹, and solvent reorganization energies in water are roughly of the order of 1 eV, so these inputs are ordinary. The coupling depends strongly on distance and contact geometry, and 1 meV stands for a weak contact. A driving force of $-2.0$ eV is far from typical for an aqueous bath and serves to show the inverted region. The computed pair rates apply after the partners have met; in a bath, diffusion may limit the observed rate first. Real molecules break the assumptions of a single mode and of equal frequencies. The 10% frequency change above moves the rate by 8% at $-0.3$ eV but by more than a factor of five at $-2.0$ eV. Near a metal, image charges also alter $\lambda_s$, and at moderate driving force the rate is sensitive to that energy: an increase of 0.1 eV cuts the pair rate at $-0.3$ eV to 40%. At $-0.3$ and $-0.8$ eV, then, an error of 0.1 eV in $\lambda_s$ matters more than a 10% error in the acceptor frequency. At $-2.0$ eV the order is reversed.

## Table of computed values

```
temperature 298.15 K, kT = 0.02569 eV
solvent reorganization energy = 0.80 eV
mode quantum = 0.19 eV = 1532 cm^-1
S = 1.0, mode reorganization energy = 0.19 eV
coupling V = 1.0 meV, 2 pi V^2/hbar = 9.5458e+09 eV/s
peak Gaussian density g(0) = 1.9676 1/eV
solvent gap standard deviation = 0.2028 eV
thermal mean quantum number = 6.146e-04
Poisson weights n=0..6: 0.36788 0.36788 0.18394 0.06131 0.01533 0.00307 0.00051
rates in 1/s: MLJ | Marcus, lam+lam_v | Marcus, lam only
 dG = -0.3 eV: 3.517e+08 | 1.568e+08 | 8.978e+08
 dG = -0.8 eV: 1.198e+10 | 1.184e+10 | 1.878e+10
 dG = -1.4 eV: 4.262e+09 | 3.236e+09 | 2.356e+08
 dG = -2.0 eV: 7.482e+07 | 7.467e+05 | 4.647e+02
product quanta: mean | fractions for n=0..6
 dG = -0.3 eV: 0.062 | 0.9392 0.0600 0.0008 0.0000 0.0000 0.0000 0.0000
 dG = -0.8 eV: 0.477 | 0.5766 0.3717 0.0498 0.0018 0.0000 0.0000 0.0000
 dG = -1.4 eV: 2.125 | 0.0203 0.2098 0.4500 0.2673 0.0495 0.0030 0.0001
 dG = -2.0 eV: 4.503 | 0.0000 0.0004 0.0130 0.1232 0.3652 0.3598 0.1228
channel rates at dG = -0.3 eV, n=0..2, in 1/s: 3.303e+08 2.111e+07 2.804e+05
exact propagation / formula at -0.3 eV = 1.00000
quantum-solvent error at -0.3 eV, mean quantum 5 and 2.5 meV: 0.01025 0.00258
rate factors: hot mode | quantum solvent, no libration |
  with 20% of lam at 0.08 eV | softer acceptor | lam + 0.1 eV
 dG = -0.3 eV: 1.0032 | 1.040 | 1.273 | 1.077 | 0.400
 dG = -0.8 eV: 0.9998 | 0.996 | 0.978 | 1.099 | 0.730
 dG = -1.4 eV: 1.0003 | 1.007 | 1.040 | 0.756 | 1.571
 dG = -2.0 eV: 1.0017 | 1.047 | 1.343 | 0.178 | 2.605
uphill: hot-band ratio | Poisson rate / thermal rate |
  Poisson k(dG)/k(-dG) over exp(-dG/kT)
 dG = +0.3 eV: 0.0639 | 0.9400 | 0.9429
 dG = +0.6 eV: 0.2558 | 0.7883 | 0.7885
solvent relaxation time (rough) = 0.5 ps
friction parameter at -0.3 eV, n=0 channel = 0.00566
largest k * relaxation time = 0.00599
friction test: diffusion operator / estimate = 0.9976
electrode: Gamma = 1.0e-10 eV, Gamma/hbar = 1.5193e+05 1/s
electrode reduction: k in 1/s | fraction of Gamma/hbar
 overpotential 0.0 V: 3.5611e+00 | 2.3439e-05
 overpotential -0.3 V: 4.8309e+02 | 3.1797e-03
 overpotential -0.8 V: 3.9017e+04 | 2.5681e-01
 overpotential -1.4 V: 1.3992e+05 | 9.2097e-01
 overpotential -2.0 V: 1.5178e+05 | 9.9904e-01
```
